# Zero-temperature charge sharing between two uncoupled layers under one gate

**Q:** Two parallel layers sit on the same side of a gate, and you say they are uncoupled. Why should the farther one receive a definite share of the charge? If electrons cannot cross between the layers, the far layer could hold any charge at all.

**A:** "Uncoupled" means here that there is no tunnelling or hybridization between the layers. Each has its own contact to a common grounded electron reservoir, and charge reaches equilibrium through the contacts. Without its contact the far layer would keep a fixed charge, and there would be no sharing to derive.

I set the electrochemical potential of the reservoir to zero. Layer 1 is nearer the gate, layer 2 farther. Electrons have charge $-e$ with $e>0$, so an electrostatic potential $\phi_i$ at layer $i$ shifts its band edge from $E_i$ to $E_i-e\phi_i$. A positive potential lowers the band and attracts electrons. I choose $E_1=0$ and $E_2=\Delta$.

**Q:** How many electrons does a given potential bring in?

**A:** Take a parabolic band of mass $m_i$ and degeneracy $g$, spin included. At zero temperature the states inside a disc of radius $k_F$ are filled. Each allowed wavevector occupies an area $(2\pi)^2$ in $k$-space per unit sample area, so

$$n_i=g\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{g k_F^2}{4\pi}.$$

The Fermi energy measured from the band edge is $E_{F,i}=\hbar^2k_F^2/(2m_i)$. Substituting $k_F^2=2m_iE_{F,i}/\hbar^2$ gives

$$n_i=D_iE_{F,i},\qquad D_i=\frac{g m_i}{2\pi\hbar^2}.$$

The highest filled state lies at the reservoir level, zero, so $E_{F,i}=0-(E_i-e\phi_i)=e\phi_i-E_i$. If this is negative the layer is empty, since only electrons are included. Hence

$$n_i=D_i\max(0,\;e\phi_i-E_i).$$

In a filled layer, raising $\phi_i$ by $\delta\phi$ adds electron charge of magnitude $e\,\delta n_i=e^2D_i\,\delta\phi$ per area. The coefficient $C_{qi}=e^2D_i$ is the quantum capacitance. It measures how much charge the layer accepts for a given rise of its Fermi energy.

**Q:** That treats the layers separately. Where does the separation enter?

**A:** Through Gauss's law. Let $z$ point from the gate towards the layers, which I treat as uniform sheets of zero thickness. There is no second gate and no fixed charge, and I take the field beyond layer 2 to be zero. The gate then carries charge $+e(n_1+n_2)$ per area.

Put a Gaussian box around layer 2 alone. With $F_s$ the field between the layers and $\varepsilon_s$ the permittivity there, the outgoing flux equals the enclosed charge:

$$0-\varepsilon_sF_s=-en_2\quad\Rightarrow\quad F_s=\frac{en_2}{\varepsilon_s}.$$

The potential falls along the field, so over the separation $d$

$$\phi_1-\phi_2=F_sd=\frac{en_2}{C_s},\qquad C_s=\frac{\varepsilon_s}{d}.$$

A box around both layers gives the field in the gate dielectric, $e(n_1+n_2)/\varepsilon_g$. With dielectric thickness $d_g$ and gate potential $V$,

$$V-\phi_1=\frac{e(n_1+n_2)}{C_g},\qquad C_g=\frac{\varepsilon_g}{d_g}.$$

Here $V$ is an electrostatic potential. A constant work-function difference would shift the voltage read on a meter but would not change these relations.

**Q:** It seems odd that the interlayer drop contains $n_2$ and not $n_1$. Surely the near layer does the screening.

**A:** It does. The field arriving from the gate is proportional to $n_1+n_2$, and layer 1 terminates the part proportional to $n_1$. What passes through is the part that must end on layer 2.

To find how large that part is, define $x=e\phi_1$. If layer 2 is filled,

$$\frac{n_2}{D_2}=e\phi_2-\Delta=x-\frac{e^2n_2}{C_s}-\Delta .$$

Collecting the terms in $n_2$ on the left gives

$$n_2\left(\frac1{D_2}+\frac{e^2}{C_s}\right)=x-\Delta .$$

This is positive when $x>\Delta$. If layer 2 is empty there is no interlayer drop, $\phi_2=\phi_1$, and emptiness requires $x\le\Delta$. Both cases are contained in

$$n_1=D_1\max(0,x),\qquad n_2=D_2^*\max(0,x-\Delta),\qquad \frac1{D_2^*}=\frac1{D_2}+\frac{e^2}{C_s}.$$

Seen from the potential of layer 1, the far layer acts like a layer with a reduced density of states. In terms of the capacitance $C_2^*=e^2D_2^*$,

$$\frac1{C_2^*}=\frac1{C_{q2}}+\frac1{C_s},\qquad C_2^*=\frac{C_{q2}C_s}{C_{q2}+C_s}.$$

An electron added to layer 2 costs band-filling energy and also electrostatic energy, because it sits farther from the positive gate. These costs add, so the capacitances combine in series.

**Q:** Could the same gate voltage allow two different divisions of the charge?

**A:** Not in this model. Multiply the gate equation by $e$:

$$eV=x+\frac{e^2}{C_g}\,[n_1(x)+n_2(x)].$$

Neither density decreases as $x$ increases, while the first term rises strictly. The right side is continuous and runs from $-\infty$ to $+\infty$. Each $V$ therefore fixes one $x$, and with it both densities.

**Q:** Then what is the ratio for equal band edges?

**A:** Set $\Delta=0$ and take $x>0$. Both layers are filled, and $x$ cancels:

$$\frac{n_2}{n_1}=\frac{D_2^*}{D_1}=\frac{C_2^*}{C_{q1}}=\frac{C_{q2}/C_{q1}}{1+C_{q2}/C_s}.$$

The ratio does not depend on gate voltage, because both densities are linear in $x$. The far layer's fraction of the total follows from $n_1/n_2=C_{q1}/C_2^*$:

$$f_2=\frac{n_2}{n_1+n_2},\qquad \frac1{f_2}=1+\frac{C_{q1}}{C_2^*}=1+\frac{C_{q1}}{C_{q2}}+\frac{C_{q1}d}{\varepsilon_s}.$$

The last term increases with $d$, so separation lowers the share.

**Q:** I expected quantum capacitance to suppress the far charge. But in your formula a larger $C_{q2}$ makes $1/f_2$ smaller and so raises the share.

**A:** Yes, so one has to say whose quantum capacitance is meant. A large $C_{q1}$ lets the near layer take up charge with little rise of its Fermi energy, leaving little energy to drive charge into layer 2. A large $C_{q2}$ makes the far layer easier to fill. Even then separation sets a ceiling: as $C_{q2}\to\infty$, $C_2^*\to C_s$ and

$$f_2\to\frac{C_s}{C_{q1}+C_s}.$$

For identical layers, $C_{q1}=C_{q2}=C_q$, the two roles combine into

$$\frac{n_2}{n_1}=\frac1{1+C_q/C_s},\qquad f_2=\frac1{2+C_q/C_s}.$$

Raising the common quantum capacitance therefore lowers the far share. The governing number can be written as a length ratio. With $a_B^*=4\pi\varepsilon_s\hbar^2/(me^2)$, we have $me^2/(\hbar^2\varepsilon_s)=4\pi/a_B^*$, and

$$\frac{C_q}{C_s}=\frac{e^2gm}{2\pi\hbar^2}\frac d{\varepsilon_s}=\frac{g}{2\pi}\,\frac{4\pi d}{a_B^*}=\frac{2gd}{a_B^*}.$$

**Q:** Give me numbers. A separation below a nanometre sounds too small to matter.

**A:** Take model layers with $m=0.5\,m_e$, $g=2$, separation 0.6 nm and relative permittivity 4 between them. The gate dielectric is 5 nm thick with relative permittivity 10, and $V=1$ V. Then $a_B^*=0.4233$ nm and

$$\frac{C_q}{C_s}=\frac{4\times0.6}{0.4233}=5.67,\qquad \frac{n_2}{n_1}=\frac1{6.67}=0.150,\qquad f_2=\frac1{7.67}=0.130.$$

The separation is small in nanometres but not compared with $a_B^*/(2g)$, which is the relevant length.

The densities are $n_1=9.19$ and $n_2=1.38$, in units of $10^{12}\ \mathrm{cm^{-2}}$. The near layer's Fermi energy is 43.99 meV. At the far layer, 37.40 meV of this is used up by the interlayer potential drop, and 6.60 meV is left for band filling; the sum agrees to rounding. Without the drop, these identical layers would have equal Fermi energies and equal densities. The whole departure from equal sharing therefore comes from the drop.

**Q:** Does the formula behave sensibly when the separation is changed?

**A:** As $d\to0$, $C_s\to\infty$ and $n_2/n_1\to D_2/D_1$. Equal layers then share equally. This is a limit of the equations, not a realizable uncoupled bilayer, since tunnelling cannot be ignored at vanishing distance. At large $d$, the last term of $1/f_2$ dominates and

$$f_2\simeq\frac{\varepsilon_s}{C_{q1}d}=\frac{C_s}{C_{q1}}.$$

For the example the shares are:

| $d$ (nm) | $f_2$ |
|---:|---:|
| 0.3 | 0.207 |
| 0.6 | 0.130 |
| 1.2 | 0.075 |
| 2.4 | 0.041 |
| 4.8 | 0.021 |

The last doubling nearly halves the share. The inverse-distance law comes from the field in the gap. At large $d$ nearly all of the potential $x/e$ drops between the layers, so the field there is close to $x/(ed)$, and Gauss's law gives $n_2\simeq\varepsilon_sx/(e^2d)$. The near density is $n_1=D_1x$, and the ratio falls as $1/d$. The finite density of states $D_1$ has a different part: it makes $x$ nonzero at a given $n_1$, so that there is a drop at all. For $C_{q1}\to\infty$ the share would vanish at any nonzero separation.

**Q:** And the separate roles of the two masses?

**A:** At 0.6 nm, doubling the near mass doubles both $C_{q1}$ terms in $1/f_2$, and the share drops from 0.130 to 0.070. Doubling the far mass halves the term $C_{q1}/C_{q2}$ from 1 to 0.5, and the share becomes $1/(1+0.5+5.669)=0.139$. The increase is small because the separation term, 5.669, is untouched. Even a very large far mass gives no more than 0.150.

Doubling both masses gives 0.075, the same as doubling $d$, since the share of identical layers depends on the product $md$.

**Q:** A share is not a density. At fixed gate voltage a heavier pair of layers also draws more total charge. Could the far density rise while its share falls?

**A:** It can. For $\Delta=0$ and $V>0$, use $e^2n_1=C_{q1}x$ and $e^2n_2=C_2^*x$ in the gate equation:

$$eV=x\left(1+\frac{C_{q1}+C_2^*}{C_g}\right)\quad\Rightarrow\quad x=\frac{eVC_g}{C_g+C_{q1}+C_2^*}.$$

Since $en_2=C_2^*x/e$,

$$en_2=V\,\frac{C_gC_2^*}{C_g+C_{q1}+C_2^*}.$$

Adding $en_1=C_{q1}x/e$ gives a total charge $CV$, with

$$C=\frac{C_g(C_{q1}+C_2^*)}{C_g+C_{q1}+C_2^*},\qquad \frac1C=\frac1{C_g}+\frac1{C_{q1}+C_2^*}.$$

The near layer is in parallel with the far branch, and both are in series with the gate dielectric. In the example $C_g=1.771$, $C_q=33.46$ and $C_2^*=5.018\ \mathrm{\mu F/cm^2}$, so

$$C=\frac{1.771\times38.48}{40.25}=1.693\ \mathrm{\mu F/cm^2}.$$

For identical layers, divide the numerator and denominator of $en_2$ by $C_2^*$ and insert $1/C_2^*=1/C_q+1/C_s$:

$$en_2=\frac{C_gV}{1+(C_g+C_q)(1/C_q+1/C_s)}
=\frac{C_gV}{2+C_g/C_q+C_g/C_s+C_q/C_s}.$$

The derivative of the denominator with respect to $C_q$ is $-C_g/C_q^2+1/C_s$. It vanishes at

$$C_q=\sqrt{C_gC_s}.$$

The second derivative, $2C_g/C_q^3$, is positive, so the denominator has a minimum and $n_2$ a maximum. Below it, a low density of states limits the filling of both layers, and $en_2\simeq C_qV$ for very small $C_q$. Above it, screening by the near layer wins, and $en_2\simeq C_gC_sV/C_q$ for very large $C_q$.

With $C_s=5.903\ \mathrm{\mu F/cm^2}$, the maximum lies at $\sqrt{1.771\times5.903}=3.233\ \mathrm{\mu F/cm^2}$, or a common mass of $0.048\,m_e$. There $n_2=3.26\times10^{12}\ \mathrm{cm^{-2}}$ and the share is 0.39. At a quarter of this mass the share is higher, 0.47, yet $n_2$ is lower, $2.39\times10^{12}\ \mathrm{cm^{-2}}$. The example with $m=0.5\,m_e$ is on the screening side of the maximum.

**Q:** All this assumes equal band edges. What if the far band starts higher?

**A:** Then the far layer has a threshold. With both layers filled, add the densities and solve for $x$:

$$n=n_1+n_2=(D_1+D_2^*)x-D_2^*\Delta\quad\Rightarrow\quad x=\frac{n+D_2^*\Delta}{D_1+D_2^*}.$$

Inserting this into $n_2=D_2^*(x-\Delta)$, the terms $\pm D_2^*\Delta$ in the numerator cancel:

$$n_2=D_2^*\,\frac{n+D_2^*\Delta-(D_1+D_2^*)\Delta}{D_1+D_2^*}
=\frac{D_2^*(n-D_1\Delta)}{D_1+D_2^*}.$$

For $\Delta>0$ the far layer starts to fill at $x=\Delta$, where $n=D_1\Delta$ and

$$eV=\Delta+\frac{e^2D_1\Delta}{C_g}=\Delta\left(1+\frac{C_{q1}}{C_g}\right).$$

With $\Delta=20$ meV and $D_1=2.089\times10^{14}\ \mathrm{eV^{-1}cm^{-2}}$, this is $n=4.18\times10^{12}\ \mathrm{cm^{-2}}$ and $V=0.398$ V. The energy $eV$ is about twenty times $\Delta$, because most of the gate voltage drops across the dielectric while the near layer fills. Beyond the threshold, $dn_2/dn=D_2^*/(D_1+D_2^*)$, the same fraction 0.130 as before. The overall share at 1 V is lower, 0.079, because the first electrons all went to the near layer.

**Q:** With the opposite sign, does the far layer fill first despite being farther away?

**A:** Yes. For $\Delta<0$ it starts at $x=\Delta$, with no charge yet present, so $eV=\Delta$. The near layer joins at $x=0$, where

$$n=D_2^*|\Delta|,\qquad eV=\frac{e^2D_2^*|\Delta|}{C_g}=|\Delta|\frac{C_2^*}{C_g}.$$

For $\Delta=-20$ meV this occurs at $n=0.63\times10^{12}\ \mathrm{cm^{-2}}$ and $V=0.057$ V. This density is well below the $4.18\times10^{12}\ \mathrm{cm^{-2}}$ found for the opposite sign, because $D_2^*$ is much smaller than $D_1$. At 1 V the far share is 0.182. An offset of 20 meV changes the division appreciably, since it competes with a near-layer Fermi energy of about 44 meV.

**Q:** Has any of this been checked other than by rearranging the same equations?

**A:** Poisson's equation was solved on a grid together with the filling law, without using $D_2^*$. The densities agreed with the closed solution for random unequal masses, separations, offsets and voltages, covering all four combinations of filled and empty layers. The thresholds, the total capacitance and the maximum of $n_2$ were tested too. A direct count of plane waves confirmed the density of states. The values are in the numerical output. These tests support the algebra; they share the assumptions of thin sheets and mean-field electrostatics.

**Q:** Then how far would you trust the example as a prediction for a real bilayer?

**A:** Not to the digits quoted. Temperature is the first restriction. The far layer's Fermi temperature is 76.5 K, so the zero-temperature filling law requires a temperature well below that. Room temperature is outside its range.

Interactions beyond the mean field are the second. Define a typical electron spacing $r$ by $n=1/(\pi r^2)$. For $g=2$ the Fermi energy is $n\pi\hbar^2/m=\hbar^2/(mr^2)$, so

$$\frac{e^2/(4\pi\varepsilon_sr)}{E_F}=\frac{me^2r}{4\pi\varepsilon_s\hbar^2}=\frac r{a_B^*}.$$

This is about 4 in the near layer and 11 in the far one. Neither is small, and exchange and correlation, which I have left out, can change the result qualitatively. For $g=2$, exchange alone turns $d\mu/dn=1/D$ into $(1/D)\,[1-\sqrt2\,r/(\pi a_B^*)]$, which is negative for $r/a_B^*>2.2$. Both layers of the example lie beyond this, so the positive $C_q$ on which the sharing formula and the uniqueness argument rest is lost. If each layer is given the local exchange energy of an isolated 2D gas with permittivity $\varepsilon_s$, the lowest-energy state at 1 V has the far layer empty. That estimate ignores interlayer correlation and screening by the gate, so it is not a prediction either. The formulas above apply when $r/a_B^*$ is small, that is for light masses, large permittivity or high density. The example shows how the mean-field model divides charge; a quantitative prediction would need a chemical potential that includes those interactions.

Thickness is the third. The layers must be thin compared with their separation for $C_s=\varepsilon_s/d$ to be well defined, but that alone is not enough. If the near layer's charge is spread uniformly over a thickness $t$, with permittivity $\varepsilon_s$ inside, the energy of adding an electron to it is lower by $e^2n_1t/(6\varepsilon_s)$ than for a sheet at its midplane. This is a fraction $gt/(3a_B^*)$ of its Fermi energy, whatever the separation. For $t=0.3$ nm the fraction is 0.47, and with both layers this thick the far share in the example falls from 0.130 to about 0.08. The size of the shift depends on the profile: a $\cos^2$ distribution of the same width gives about 0.10. The sheet model therefore also needs $t$ to be small compared with $a_B^*/g$.

Finally, tunnelling must be weak enough not to mix the states of the two layers, which requires an interlayer hopping small compared with the offset between the two band edges, 37 meV in the example. In a two-level model of the example a hopping of 5 meV leaves the share at 0.130, while 20 meV raises it to 0.14 and 100 meV to about 0.3. This is doubtful at 0.3 nm and not guaranteed at 0.6 nm: square wells 0.3 nm wide and 1 to 5 eV deep, 0.6 nm apart, give hoppings of roughly 50 to 300 meV for masses of $0.5$ to $1\,m_e$, so weak coupling at this distance needs a reason such as symmetry or momentum mismatch between the layers. A larger separation weakens tunnelling, but $n_2$ falls, so the limits on temperature and on mean-field theory become stricter for the far layer.

## Numbers as computed

```
masses 0.5 m_e, degeneracy 2, gate potential 1.0 V
gate dielectric: 5.0 nm, rel. permittivity 10
separation: 0.6 nm, rel. permittivity 4
plane-wave count / (D E_F) at 50 meV: 0.99990
density of states D: 2.0887 10^14 /(eV cm^2)
Cg: 1.771 uF/cm^2
Cs: 5.903 uF/cm^2
Cq of each layer: 33.46 uF/cm^2
C2eff (Cq and Cs in series): 5.018 uF/cm^2
Cq/Cs: 5.669
effective Bohr radius a*: 0.4233 nm
near density n1: 9.189 10^12 cm^-2
far density n2: 1.378 10^12 cm^-2
total density: 10.566 10^12 cm^-2
ratio n2/n1: 0.1499
far share n2/(n1+n2): 0.1304
near Fermi energy: 43.99 meV
far Fermi energy: 6.60 meV
interlayer potential drop: 37.40 mV
gate dielectric potential drop: 956.0 mV
far Fermi temperature: 76.5 K
total capacitance: 1.693 uF/cm^2
d = 0.001 nm: far share 0.4976, n2 5.358 10^12 cm^-2
d = 0.300 nm: far share 0.2068, n2 2.194 10^12 cm^-2
d = 0.600 nm: far share 0.1304, n2 1.378 10^12 cm^-2
d = 1.200 nm: far share 0.0750, n2 0.790 10^12 cm^-2
d = 2.400 nm: far share 0.0405, n2 0.426 10^12 cm^-2
d = 4.800 nm: far share 0.0211, n2 0.222 10^12 cm^-2
near mass doubled: far share 0.0697, n2 0.752 10^12 cm^-2
far mass doubled: far share 0.1395, n2 1.475 10^12 cm^-2
both masses doubled: far share 0.0750, n2 0.809 10^12 cm^-2
far share for very large far Cq: 0.1499
common mass for largest n2: 0.0483 m_e
Cq at that mass: 3.233 uF/cm^2
largest n2: 3.255 10^12 cm^-2, far share 0.3925
quarter of that mass: n2 2.388 10^12 cm^-2, far share 0.4680
offset +20 meV: far layer starts at V = 0.3979 V, n = 4.177 10^12 cm^-2
  at 1 V: n1 9.709, n2 0.830 10^12 cm^-2, far share 0.0787
offset -20 meV: near layer starts at V = 0.0567 V, n = 0.626 10^12 cm^-2
  at 1 V: n1 8.668, n2 1.926 10^12 cm^-2, far share 0.1818
```
